# Quadrupolar Echo and Jeener-Broekaert Order for Spin 1

After a single pulse, the signal of a spin-1 powder with a quadrupole coupling of $6\times10^{-10}$ eV and asymmetry 0.2 oscillates as it decays, and at 20 microseconds it is only 0.13 of its initial value. A receiver still blind at that time misses most of the decay, and its Fourier transform is no longer the true line shape. A 180-degree pulse does not help: it reverses $I_z$, but the quadrupole term contains $I_z^2$, which keeps its sign. Two pulses 90 degrees apart in phase solve the problem. If the second is a 90-degree pulse, the first-order quadrupolar evolution is undone; if it is a 45-degree pulse, part of the polarization is stored as quadrupolar order.

## The model and the two statements

Take an isolated nucleus with $I=1$, in atomic units with $\hbar=e=1$. Its quadrupole moment $Q$ interacts with the traceless electric field gradient $V_{ab}$ through

$$H_{\rm full}=\frac Q2\sum_{ab}V_{ab}I_aI_b .$$

Let $z$ lie along a strong magnetic field. To first order, only the part of $H_{\rm full}$ that commutes with $I_z$ matters. It is found by averaging over rotations about $z$. Because $V_{ab}$ is symmetric, the mixed products enter only as sums $I_aI_b+I_bI_a$, which average to zero, and $I_x^2$ and $I_y^2$ both become $(2-I_z^2)/2$, because $I_x^2+I_y^2+I_z^2=2$. Write $V_n$ for the gradient component along the field. Since the trace vanishes, the two transverse components add to $-V_n$, so

$$H=\frac{QV_n}{2}\left[I_z^2-\frac{2-I_z^2}{2}\right]=\frac{QV_n}{4}(3I_z^2-2).$$

In the principal axes, the gradient components are $V_{zz}$, $-(1-\eta)V_{zz}/2$ and $-(1+\eta)V_{zz}/2$. Here $V_{zz}$ is the principal value and $\eta$ the asymmetry. Weighting them with the squared direction cosines of the field, whose polar angles are $\theta,\phi$, gives $V_n=V_{zz}P$ with

$$P=\tfrac12(3\cos^2\theta-1+\eta\sin^2\theta\cos2\phi).$$

With $\chi=QV_{zz}$, the Hamiltonian in the rotating frame on resonance is

$$H=\omega\left(I_z^2-\tfrac23\right),\qquad \omega=\tfrac34\chi P .$$

The levels $m=\pm1$ lie at $\omega/3$ and $m=0$ at $-2\omega/3$. The two allowed lines are therefore at $\pm\omega$, with splitting $2|\omega|$.

A pulse of angle $\beta$ about axis $a$ is $\exp(-i\beta I_a)$ and acts as $\rho\to U\rho U^\dagger$. It is assumed so short that $H$ does nothing during it. Relaxation, motion and couplings to other spins are left out. At high temperature the density operator is the identity plus a small multiple of $I_z$. The identity does not evolve, so we follow $\rho=I_z$ and drop the prefactor. The signal is

$$S=-\frac{\mathrm{Tr}(I_y\rho)}{\mathrm{Tr}(I_y^2)},$$

which equals 1 just after the first pulse. With $K_{ab}=I_aI_b+I_bI_a$, the statements to be shown are:

- After 90x–$\tau$–90y–$t$, $\rho=-I_y\cos\omega(t-\tau)+K_{xz}\sin\omega(t-\tau)$. At $t=\tau$ this is $-I_y$ for every $\omega$.
- After 90x–$\tau$–45y, $\rho$ contains the quadrupolar order $-\frac12\sin\omega\tau\,(3I_z^2-2)$.

## First derivation: following the operators

### Free evolution

Using $[I_z,I_y]=-iI_x$,

$$[I_z^2,I_y]=I_z[I_z,I_y]+[I_z,I_y]I_z=-iK_{xz}.$$

The next commutator is

$$[I_z^2,K_{xz}]=I_z^2I_xI_z+I_z^3I_x-I_xI_z^3-I_zI_xI_z^2 .$$

Two properties of spin 1 simplify it. First, $I_z^3=I_z$, because $m$ is $-1$, 0 or 1. Second, $I_zI_xI_z=0$: $I_x$ connects only neighbouring $m$, and of two neighbours one is always 0. The outer terms vanish, leaving

$$[I_z^2,K_{xz}]=[I_z,I_x]=iI_y .$$

The pair is closed. Insert $\rho=aI_y+bK_{xz}$ into $\dot\rho=-i[H,\rho]$:

$$\dot\rho=-i\omega\left(-iaK_{xz}+ibI_y\right)=\omega bI_y-\omega aK_{xz}.$$

Hence $\dot a=\omega b$ and $\dot b=-\omega a$, which gives

$$I_y\to I_y\cos\omega t-K_{xz}\sin\omega t,$$
$$K_{xz}\to K_{xz}\cos\omega t+I_y\sin\omega t .$$

The magnetization is not destroyed by dephasing. It passes into $K_{xz}$, which gives no signal itself but can turn back into $I_y$.

### The pulses

A rotation about $x$ takes $I_z$ to $I_z\cos\beta-I_y\sin\beta$, so the first pulse gives $-I_y$. With $c=\cos\omega\tau$ and $s=\sin\omega\tau$, the state after the first delay is

$$\rho=-cI_y+sK_{xz}.$$

A rotation about $y$ leaves $I_y$ alone and takes

$$I_x\to I_x\cos\beta-I_z\sin\beta,\qquad I_z\to I_z\cos\beta+I_x\sin\beta .$$

Substituting both in $I_xI_z+I_zI_x$, the mixed products collect $\cos^2\beta-\sin^2\beta$ and the squares collect $2\sin\beta\cos\beta$:

$$K_{xz}\to K_{xz}\cos2\beta+(I_x^2-I_z^2)\sin2\beta .$$

### The echo

At $\beta=90^\circ$, $K_{xz}$ changes sign while $I_y$ does not, so $\rho=-cI_y-sK_{xz}$. After a further time $t$, the coefficient of $I_y$ is

$$-c\cos\omega t-s\sin\omega t=-\cos\omega(t-\tau),$$

and that of $K_{xz}$ is

$$c\sin\omega t-s\cos\omega t=\sin\omega(t-\tau).$$

This is the first statement. At $t=\tau$ the frequency has dropped out, so all orientations of a powder are in phase together.

For a general second angle, $I_x^2-I_z^2$ gives no signal: it holds only level populations and coherence between $m=\pm1$, which have equal energy under $H$. The signal is therefore

$$S=c\cos\omega t-s\cos2\beta\sin\omega t$$
$$\phantom{S}=\sin^2\!\beta\,\cos\omega(t-\tau)+\cos^2\!\beta\,\cos\omega(t+\tau).$$

The first term refocuses, with weight $\sin^2\beta$. At $\beta=180^\circ$ only the second remains, and dephasing continues as if there had been no pulse.

The phase of the second pulse matters as well. A 90x pulse takes $I_y\to I_z$ and $I_z\to-I_y$, so the state becomes $-cI_z-sK_{xy}$. The first term is polarization along the field and the second is coherence between $m=\pm1$. Both commute with $H$, and no signal appears at any later time.

### A resonance offset

Now add $\Delta I_z$ to $H$. It commutes with the quadrupole term, so it merely rotates the earlier state about $z$ by $\delta=\Delta\tau$:

$$\rho=-c(I_y\cos\delta-I_x\sin\delta)+s(K_{xz}\cos\delta+K_{yz}\sin\delta).$$

The 90y pulse takes $I_x\to-I_z$ and $K_{yz}\to K_{xy}$, which give no signal later. What remains is $\cos\delta\,(-cI_y-sK_{xz})$. In the second delay the quadrupole term refocuses it to $-I_y\cos\delta$, while the offset turns it by another $\delta$. The observable part at $t=\tau$ is

$$\cos\delta\,(-I_y\cos\delta+I_x\sin\delta),$$

of magnitude $|\cos\Delta\tau|$. "Full refocusing" thus refers to the quadrupolar evolution alone.

### Quadrupolar order

Return to resonance and set $\beta=45^\circ$. Then $\cos2\beta=0$, $\sin2\beta=1$, and

$$\rho=-cI_y+s(I_x^2-I_z^2).$$

To identify the last term, write $I_x^2$ as half the sum plus half the difference of $I_x^2$ and $I_y^2$, with $I_x^2+I_y^2=2-I_z^2$:

$$I_x^2-I_z^2=-\tfrac12(3I_z^2-2)+\tfrac12(I_x^2-I_y^2).$$

The state after 90x–$\tau$–45y is therefore

$$\rho=-cI_y-\tfrac s2(3I_z^2-2)+\tfrac s2(I_x^2-I_y^2).$$

The middle term is the second statement. It is an alignment: the populations of $m=\pm1$ change equally and that of $m=0$ changes oppositely, with no net magnetization. The delay is essential, because at $\tau=0$ there is no $K_{xz}$ to convert. For short delays the coefficient grows as $-\omega\tau/2$.

## Second derivation: three Cartesian states

The same results follow from wave functions, without any operator equation of motion. Define

$$|z\rangle=|0\rangle,\quad |x\rangle=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},\quad |y\rangle=\frac{i(|{-1}\rangle+|{+1}\rangle)}{\sqrt2}.$$

Applying the raising and lowering operators gives $I_y|z\rangle=i|x\rangle$, $I_y|x\rangle=-i|z\rangle$ and $I_y|y\rangle=0$, with the cyclic relations for the other components. Each $I_a$ annihilates its own state $|a\rangle$, so

$$I_a^2=1-|a\rangle\langle a| .$$

The three squares are diagonal in one basis and hence commute. Under $H$, $|x\rangle$ and $|y\rangle$ have energy $\omega/3$ and $|z\rangle$ has $-2\omega/3$. Pulses rotate the three states like ordinary unit vectors. For example, expanding $\exp(-i\beta I_y)$ gives

$$|z\rangle\to|z\rangle\cos\beta+|x\rangle\sin\beta,\quad |x\rangle\to|x\rangle\cos\beta-|z\rangle\sin\beta .$$

The initial operator is $I_z=i|y\rangle\langle x|-i|x\rangle\langle y|$. The 90x pulse takes $|y\rangle$ to $|z\rangle$ and leaves $|x\rangle$ alone, so the state becomes $i|z\rangle\langle x|-i|x\rangle\langle z|=-I_y$, as before. The energy difference between $|x\rangle$ and $|z\rangle$ is $\omega$, and after the delay

$$\rho=ie^{i\omega\tau}|z\rangle\langle x|-ie^{-i\omega\tau}|x\rangle\langle z| .$$

**Second pulse 90y.** Now $|z\rangle\to|x\rangle$ and $|x\rangle\to-|z\rangle$, so the two states exchange roles:

$$\rho=-ie^{i\omega\tau}|x\rangle\langle z|+ie^{-i\omega\tau}|z\rangle\langle x| .$$

During $t$, $|x\rangle\langle z|$ gains $e^{-i\omega t}$ and $|z\rangle\langle x|$ gains $e^{i\omega t}$:

$$\rho=-ie^{-i\omega(t-\tau)}|x\rangle\langle z|+ie^{i\omega(t-\tau)}|z\rangle\langle x| .$$

Since $I_y=i|x\rangle\langle z|-i|z\rangle\langle x|$ and $K_{xz}=-|x\rangle\langle z|-|z\rangle\langle x|$, this is the first statement again. The component that was ahead in phase now falls behind at the same rate.

**Second pulse 45y.** Now $|z\rangle\to(|z\rangle+|x\rangle)/\sqrt2$ and $|x\rangle\to(|x\rangle-|z\rangle)/\sqrt2$. Both $|z\rangle\langle x|$ and $|x\rangle\langle z|$ acquire a diagonal $z$ element of $-\frac12$, so

$$\langle z|\rho|z\rangle=-\tfrac12\left(ie^{i\omega\tau}-ie^{-i\omega\tau}\right)=\sin\omega\tau .$$

The order operator is $3I_z^2-2=1-3|z\rangle\langle z|$, and its square has trace $1+1+4=6$. As $\rho$ is traceless, the coefficient of the order is

$$\frac{\mathrm{Tr}[(3I_z^2-2)\rho]}{6}=-\frac{3\sin\omega\tau}{6}=-\tfrac12\sin\omega\tau ,$$

which is the second statement.

## What each derivation assumes

Both need ideal pulses, the first-order Hamiltonian and an isolated spin, and both use $I=1$, but in different places. The first uses $I_z^3=I_z$ and $I_zI_xI_z=0$ to close the evolution on two operators. It handles any pulse angle and an offset with little extra work. The second uses the common eigenstates of the squares. It shows why the echo exists: the pulse exchanges the two states whose phase difference has grown.

The second view can be put without reference to a basis. Let $R$ be the 90y pulse and $U$ the evolution during $\tau$. Then $URU=R(R^\dagger UR)U$, and $R^\dagger I_zR=-I_x$. Because the squares commute, the two evolutions combine, up to an overall phase, into

$$e^{-i\omega\tau I_x^2}e^{-i\omega\tau I_z^2}=e^{-i\omega\tau(2-I_y^2)} .$$

This commutes with $I_y$, as does $R$, so $-I_y$ returns unchanged. The argument is short, but it describes only the instant $t=\tau$.

For spin 3/2, $I_x^2$ and $I_z^2$ do not commute and this argument is unavailable. Computed for the same sequence at $t=\tau$ and averaged over all phases $\omega\tau$, the signal is 0.55 of the initial one, against 1 for spin 1. Of this, 0.45 is refocused from the satellite transitions, whose initial share is 0.6, and 0.10 is the central transition, which does not dephase to first order and is present away from the echo as well.

Neither derivation needs a constant $\omega$, since $H$ at different times commutes with itself. If phases $\Phi_1$ and $\Phi_2$ accumulate in the two delays, the signal is $\cos(\Phi_2-\Phi_1)$. Reorientation of the nucleus's surroundings therefore reduces the echo, unless the two phases remain equal or differ by a multiple of $2\pi$. So do pulses that are not short compared with $1/|\omega|$, because $H$ then acts during them.

## Isolating, reading and bounding the order

After the 45y pulse, the order and the term $I_x^2-I_y^2$ both commute with $H$. Waiting under $H$ alone cannot separate them; phase cycling can. Advancing the phases of both preparation pulses by $\varphi$ rotates the prepared state about $z$ by $\varphi$. The order is unchanged, $I_y$ varies with $\varphi$, and

$$I_x^2-I_y^2\to(I_x^2-I_y^2)\cos2\varphi+K_{xy}\sin2\varphi .$$

The average over $\varphi=0,90,180,270$ degrees removes both unwanted terms and leaves $-\frac s2(3I_z^2-2)$.

A further 45y pulse makes the order visible. It turns $I_z$ into $(I_z+I_x)/\sqrt2$, so

$$3I_z^2-2\to\tfrac32K_{xz}+\tfrac32(I_x^2+I_z^2)-2 .$$

Only $K_{xz}$ evolves into signal. Its coefficient is $-\frac34s$, and it produces $I_y\sin\omega t$, hence

$$S=\tfrac34\sin\omega\tau\sin\omega t=\tfrac38\left[\cos\omega(t-\tau)-\cos\omega(t+\tau)\right].$$

If $I_x^2-I_y^2$ is kept, the read pulse converts it to $-\frac12K_{xz}$ plus terms without signal. This adds $-\frac14s$ to the coefficient and raises the factor from $\frac34$ to 1. The price of isolating the order is thus a quarter of this signal.

Could another sequence make more order from $I_z$? Let $p_m$ be the diagonal elements of the transformed operator $WI_zW^\dagger$, with $W$ any unitary operation. Their sum is zero, so the coefficient of the order is

$$\frac{p_1+p_{-1}-2p_0}{6}=-\frac{p_0}{2}.$$

The eigenvalues of $I_z$ lie between $-1$ and 1, and so does $p_0$. The coefficient cannot exceed $\frac12$ in size. The sequence reaches this bound when $|\sin\omega\tau|=1$.

In a powder this cannot hold for all orientations at once, and the coefficient changes sign with $\omega$. The energy held in the order is the same for $\omega$ and $-\omega$. Since $(3I_z^2-2)^2$ has trace 6,

$$\mathrm{Tr}(H\rho)=\frac\omega3\left(-\frac{\sin\omega\tau}{2}\right)6=-\omega\sin\omega\tau=\frac{d}{d\tau}\cos\omega\tau .$$

Averaged over orientations, the order energy is the slope of the single-pulse decay $G(\tau)=\langle\cos\omega\tau\rangle$. The delay that stores the most energy in the order is where $G$ falls most steeply; other measures, such as the read signal, can peak at a different delay.

## A worked case

Choose round parameters: $Q=3\times10^{-11}$ Å$^2$, $V_{zz}=20$ eV/Å$^2$ per unit charge, $\eta=0.2$, $\theta=40^\circ$ and $\phi=30^\circ$. Then

$$\chi=3\times10^{-11}\times20=6\times10^{-10}\ \text{eV},\qquad P=0.4009,$$
$$\omega=0.75\times6\times10^{-10}\times0.4009=1.804\times10^{-10}\ \text{eV}.$$

The splitting is $3.608\times10^{-10}$ eV, or 87.2 kHz. Times are in microseconds, and phases are $\omega\tau/\hbar$ when $\omega$ is in eV.

The first-order treatment can be judged by diagonalizing the full Hamiltonian at a Zeeman energy of $4\times10^{-7}$ eV. The splitting agrees to about 7 parts in $10^7$ of the diagonalized value. The line centre moves by $7.2\times10^{-14}$ eV, a second-order shift that halves when the field is doubled. It acts as an offset, with a phase of only 0.002 rad in 20 microseconds.

For the echo, $\tau=20$ microseconds gives a phase of 5.48 rad. Before the second pulse the coefficients of $I_y$ and $K_{xz}$ are $-0.696$ and $-0.718$; after it they are $-0.696$ and $+0.718$. At $t=\tau$,

$$S=0.696^2+0.718^2=1.00 .$$

Two microseconds earlier or later it is 0.853, symmetric about the echo. The powder signal, 0.13 before the second pulse, also returns to 1 for ideal pulses. At this coupling the shortest $\hbar/|\omega|$ in the powder is 1.46 microseconds, so the pulse length matters: rectangular 90-degree pulses of 2 and 3 microseconds lower the maximum of the powder echo to 0.95 and 0.89.

For the order, $\tau=3$ microseconds gives a phase of 0.822 rad, so $\sin\omega\tau=0.733$ and the order coefficient is $-0.366$. The read signal at $t=\tau$ is $0.75\times0.733^2=0.403$. This orientation would reach the bound $\frac12$ at 5.73 microseconds. Among 3000 random unitary operations the largest coefficient was 0.490, consistent with the bound.

The powder prefers a shorter delay: in a scan up to 20 microseconds, the order energy is most negative at 3.70 microseconds. There $\mathrm{Tr}(H\rho)=-1.427\times10^{-10}$ eV, equal to $\hbar$ times the slope of $G$; the small thermal prefactor of $\rho$ is still to be applied. The powder read signal at $t=\tau$ peaks later, at 4.95 microseconds, with 0.446 against 0.417 at 3.70 microseconds. With both delays at 20 microseconds, the powder read signal is

$$\tfrac34\langle\sin^2\omega\tau\rangle=\tfrac38[1-G(2\tau)]=0.375\times1.010=0.379 .$$

As $G(2\tau)$ decays, this signal approaches $\frac38$, but slowly and with oscillation: for $2\tau$ between 40 and 100 microseconds it still ranges from about 0.355 to 0.389. Of the two terms in the read signal, $\cos\omega(t-\tau)$ refocuses at $t=\tau$ and gives $\frac38$, while $\cos\omega(t+\tau)$ has largely dephased and contributes only $-\frac38G(2\tau)$, here 0.004. The full values are in the numerical output below.

## Computed results

```
Quadrupole moment Q: 3.0e-11 angstrom^2
Field gradient Vzz: 20.0 eV/angstrom^2 per unit charge
Asymmetry eta: 0.2
Angles theta, phi: 40, 30 degrees
Zeeman energy: 4.0e-07 eV
Coupling chi: 6.000e-10 eV
Orientation factor P: 0.4009
Quadrupole frequency w (as energy): 1.8040e-10 eV
Line splitting 2w, first order: 3.6081e-10 eV
Line splitting 2w, converted: 87.24 kHz
Relative error of first-order splitting: 6.7e-07
Neglected shift of line centre: 7.194e-14 eV
Phase of that shift in the echo delay: 0.0022 rad
Echo delay tau: 20.0000 microseconds
Phase w tau in echo delay: 5.4816 rad
Before 90y: coefficient of Iy: -0.6956
Before 90y: coefficient of Kxz: -0.7185
After 90y: coefficient of Iy: -0.6956
After 90y: coefficient of Kxz: 0.7185
Signal along -y at t = 18 microseconds: 0.8535
Signal along -y at t = 20 microseconds: 1.0000
Signal along -y at t = 22 microseconds: 0.8535
Phase-averaged echo, spin 1: 1.0000
Phase-averaged echo, spin 3/2: 0.5500
Jeener-Broekaert delay tau: 3.0000 microseconds
Phase w tau in that delay: 0.8222 rad
After 45y: coefficient of Iy: -0.6806
After 45y: coefficient of 3Iz^2-2: -0.3663
After 45y: coefficient of Ix^2-Iy^2: 0.3663
Read signal along -y at t = tau: 0.4026
Best delay, this orientation: 5.7312 microseconds
Largest order coefficient, sequence: 0.5000
Largest order coefficient, 3000 random unitaries: 0.4904
Powder decay G at 20 microseconds: 0.1321
Powder echo at t = tau = 20 microseconds: 1.0000
Powder decay G at 40 microseconds: -0.0103
Powder read signal at t = tau = 20 microseconds: 0.3788
Best delay for powder order energy: 3.70 microseconds
Powder order energy Tr(H rho) there: -1.4269e-10 eV
hbar times slope of powder decay there: -1.4269e-10 eV
```
